Probe Misalignment and Hall Voltage at Low Mobility, with Finite-Length Correction

**Result**

Take a Hall bar of width W whose two voltage probes sit on opposite edges, displaced from each other by δ along the current. In a perpendicular magnetic field B the misalignment offset V_off and the Hall voltage V_H are in the ratio

r = |V_off/V_H| ≈ [δ/(μBW)] [1 + (16/π²) exp(−πL/2W)].

Here μ is the Hall mobility and L is the distance between the end contacts, with the probes near mid-length. The first bracket is the long-bar limit. The second holds the first correction for finite length; it is meant for L of about 2W or more (the formula is 0.5% low at L = 2W and 10% low at L = W). For μ = 10 cm²/Vs, B = 1 T, W = 100 µm and δ = 1 µm, the long-bar value is r = 10.

**The model and its small parameters**

The film is uniform, isotropic in its plane and ohmic, with holes as the one type of carrier. The probes are points that draw no current. Current flows along +x and B points along +z. The bar occupies 0 < x < L and 0 < y < W.

A hole with drift velocity v obeys v = μ(E + v×B) in the steady state. Define b = μB. Since v×B = (v_y B, −v_x B), the two components are

v_x = μE_x + b v_y,  v_y = μE_y − b v_x.

The current density J is proportional to v, so with resistivity ρ

E_x = ρ(J_x − bJ_y),  E_y = ρ(J_y + bJ_x).

These relations also define the Hall mobility without any microscopic picture: b = ρ_yx/ρ_xx. To get b as a pure number, use 10 cm²/Vs = 0.001 m²/Vs. At 1 T this gives b = 0.001. The other small quantities are δ/W = 0.01 and, in a long bar, exp(−πL/2W).

**Leading order: a long bar**

Far from the end contacts no current flows sideways. Setting J_y = 0 gives E_x = ρJ_x and E_y = ρbJ_x, hence

E_y = bE_x.

The potential there is φ = constant − E_x x − E_y y. Let the lower probe be at (x₀, 0) and the upper one at (x₀+δ, W). The voltmeter reads

V = φ(x₀, 0) − φ(x₀+δ, W)
 = E_x δ + E_y W
 = E_x(δ + bW).

The first term is the offset, the second the Hall voltage. Their ratio is δ/(bW), from which current, thickness and carrier density have cancelled.

The product bW is a length. The Hall voltage equals the ordinary resistive drop along a stretch bW of the bar, here 0.001 × 100 µm = 0.1 µm. A displacement of 1 µm is ten such stretches. An offset of 1% of the Hall voltage would require δ = 0.01 × 0.1 µm, which is 1 nm.

**First correction: the end contacts**

A metal end contact is an equipotential, so it short-circuits the Hall field next to it. To find how much of this loss reaches the probes, solve for the potential in the whole bar.

Inverting the field relations gives

J_x = (E_x + bE_y)/[ρ(1+b²)],  J_y = (E_y − bE_x)/[ρ(1+b²)].

In the divergence of J the terms in b combine to b(∂E_y/∂x − ∂E_x/∂y), which vanishes for a static field. What remains is Laplace's equation, ∇²φ = 0. The condition J_y = 0 on the side edges means E_y = bE_x, or

∂φ/∂y = b ∂φ/∂x at y = 0 and y = W.

Let the end contacts be at φ = U (x = 0) and φ = 0 (x = L), and write E₀ = U/L. Expand φ = φ₀ + bφ₁ + …. At zeroth order φ₀ = E₀(L − x), which meets every condition at b = 0. At first order

∇²φ₁ = 0,
∂φ₁/∂y = ∂φ₀/∂x = −E₀ on the side edges,
φ₁ = 0 at x = 0 and x = L.

The function −E₀(y − W/2) satisfies the first two conditions but not the third. Add a function ψ that repairs the ends:

φ₁ = −E₀(y − W/2) + ψ.

Then ψ obeys Laplace's equation, has ∂ψ/∂y = 0 on the side edges, and equals E₀(y − W/2) at both ends. The edge condition calls for a cosine series in y. Its coefficients follow from one integration by parts:

(2/W) ∫₀^W (y − W/2) cos(mπy/W) dy = (2/W)(W/mπ)² [cos(mπ) − 1].

This is −4W/(π²m²) for odd m and zero for even m. Each cosine must be multiplied by a function of x that solves Laplace's equation and equals 1 at both ends. Therefore

ψ = −E₀ Σ (4W/π²m²) cos(mπy/W) cosh[mπ(x − L/2)/W] / cosh(mπL/2W), m odd.

Now subtract the potentials of the two edges at x = L/2. The linear part of φ₁ gives E₀W. In ψ the cosine is +1 at y = 0 and −1 at y = W, which doubles each term. The Hall voltage is thus V_H = bE₀W G, with

G = 1 − (8/π²) Σ 1/[m² cosh(mπL/2W)], m odd.

For a long bar the term m = 1 dominates, and 1/cosh z ≈ 2 exp(−z) for large z. So

G ≈ 1 − (16/π²) exp(−πL/2W).

Dividing the offset E₀δ by V_H, and using 1/(1 − ε) ≈ 1 + ε, gives the result stated at the start.

Two omissions need a check. First, reflection y → W − y turns the problem for b into that for −b. The part of φ even in b is therefore symmetric across the bar, and at equal x it gives no voltage. It contributes to V only through δ, and the offset is E₀δ with relative corrections of order b² = 10⁻⁶. Second, displacing the upper probe multiplies its share of the m = 1 end correction by cosh(πδ/W). This differs from 1 by about (πδ/W)²/2, or 0.05% of an already small term.

**Checking the correction**

For L = 600 µm and W = 100 µm the exponent is −3π, and

(16/π²) exp(−3π) = 1.62 × 8.1×10⁻⁵ = 1.3×10⁻⁴.

The predicted ratio is 10 × 1.00013 = 10.0013. A finite-element solution of the conduction equations in this bar, for both field directions, also gives 10.0013. These digits test the mathematics of the model; to see the correction in a real sample, one would have to know δ to about 0.1 nm.

A square bar, L = W, is a harder case. The first correction gives G ≈ 1 − 1.62 × 0.208 = 0.66, while the numerical solution gives 0.68. The next terms of the series explain the difference. The second exponential in 1/cosh for m = 1 and the leading one for m = 3 together add

(16/π²)(1 − 1/9) exp(−3πL/2W),

which is 0.013 for the square. With G = 0.68 the offset is about 15 Hall voltages instead of 10.

**The opposite limit: a short, wide bar**

When L is much smaller than W, the first exponential alone is no longer enough. Expand φ₁ in sines of x instead, which vanish at the end contacts:

φ₁ = Σ a_n sin(nπx/L) sinh[nπ(y − W/2)/L].

On 0 < x < L the constant −E₀ has the series −E₀ Σ (4/nπ) sin(nπx/L), n odd. Matching it to ∂φ₁/∂y at the edges gives

a_n (nπ/L) cosh(nπW/2L) = −4E₀/(nπ),

a_n = −4E₀L/[n²π² cosh(nπW/2L)].

The difference between the edges at x = L/2 is −2 Σ a_n sin(nπ/2) sinh(nπW/2L). Hence

V_H = b(8E₀L/π²) Σ (−1)^((n−1)/2) tanh(nπW/2L)/n², n odd.

For W much larger than L every tanh tends to 1. The sum becomes 1 − 1/9 + 1/25 − … ≈ 0.916, so V_H ≈ 0.74 bE₀L. If δ is also much smaller than L,

r ≈ δ/(0.74 μBL).

At a fixed longitudinal field E₀, widening such a bar no longer increases the Hall voltage. The length between the contacts has taken over the role of the width.

**Voltages in a p-type layer**

Consider a layer with hole density p = 5×10¹⁷ cm⁻³, thickness t = 500 nm and current I = 10 µA at 300 K. For these voltages the drift mobility is taken equal to the Hall mobility; the last section discusses the difference. Its sheet resistance is

R_s = 1/(pqμt) = 25 kΩ per square.

The longitudinal field is E₀ = IR_s/W = 25 V/cm. The two parts of the reading are

V_H = IB/(pqt) = 0.25 mV,
V_off = IR_s δ/W = 0.25 V × 0.01 = 2.5 mV.

At +B the meter shows 2.75 mV, and at −B it shows 2.25 mV. Taken as a pure Hall voltage, the first reading would imply a mobility of 110 cm²/Vs. If the upper probe were displaced the other way, the reading at +B would be −2.25 mV. The apparent mobility would then be −90 cm²/Vs, and the holes would be taken for electrons.

Reversing the current changes the sign of both parts and does not separate them. Reversing the field changes the sign of V_H alone, so that

V_H = [V(+B) − V(−B)]/2.

**What limits field reversal**

The subtraction requires the offset to stay constant between the two readings. Suppose the temperature rises by ΔT before the second one, at constant current and with the mobility held fixed. Both parts scale as 1/p, so the second reading is multiplied by f ≈ 1 − αΔT, where α = d ln p/dT. The recovered value is

[(V_off + V_H) − f(V_off − V_H)]/2 = V_H + (αΔT/2)(V_off − V_H).

Its error relative to V_H is (r − 1)αΔT/2.

To estimate α, take acceptors of density N_A and depth E_a = 0.17 eV, without compensating donors. With an acceptor degeneracy of 4, ionization equilibrium reads

p²/(N_A − p) = (N_v/4) exp(−E_a/kT),

where N_v, the effective density of states of the valence band, varies as T^(3/2). Taking the logarithm and differentiating,

α[2 + p/(N_A − p)] = E_a/(kT²) + 3/(2T).

For a hole mass of 1.5 electron masses the chosen p requires N_A = 1.6×10¹⁹ cm⁻³, and α is 1.3% per K. A drift of 0.1 K then gives an error of 9 × 0.0013/2, about 0.6% of V_H. Without the offset, r = 0, the same drift would produce a ninth of this error, with opposite sign. These figures show the size of the effect only: at the same hole density, compensating donors raise α, and a mobility that varies with temperature changes the offset further: μ ∝ T^(−3/2) would lower the error to about 0.35%, and μ ∝ T^(3/2) would raise it to about 0.84%.

A temperature difference between the probes adds a thermoelectric voltage. For non-degenerate holes scattered by acoustic phonons the estimated thermopower is 0.56 mV/K, so 0.01 K between the probes produces about 2% of V_H. If this difference is steady and not caused by the current or the field, either reversal removes its voltage.

**Comparison with real layers**

The density, mobility and acceptor depth are rough typical values for magnesium-doped gallium nitride at room temperature; the 1 µm displacement is a chosen value. Real probes are not points. For aligned metal strips 10 µm long on the edges of this bar, the numerical solution keeps 0.93 of the ideal Hall voltage on the grid used, which is slightly low; the converged value is 0.94. Without a magnetic field, an isolated strip at mid-length takes, by symmetry, the potential that the bare edge would have at the strip's centre, and a shift of 1 µm hardly alters this. If the two strips disturb each other little, the offset is nearly unchanged and r rises to about 11.

In-plane anisotropy can imitate misalignment. Symmetry forbids it in a perfect gallium nitride film grown on the basal plane, but strain, aligned defects or another growth plane can cause it. Let the principal resistivities be ρ₁ and ρ₂, with axis 1 at angle θ to the current. The current components along the axes are J cos θ and −J sin θ. Projecting the resulting fields on y gives

E_y = (ρ₁ − ρ₂) J sin θ cos θ = ½(ρ₁ − ρ₂) J sin 2θ.

A 2% difference at 45° therefore acts on aligned probes like a displacement of 0.01 × 100 µm = 1 µm. This voltage is present without a field, and field reversal removes it too.

The word "mobility" also matters. Suppose 10 cm²/Vs is a drift mobility and the holes occupy a single isotropic parabolic band. In a weak field the Hall mobility is then larger by the Hall factor ⟨τ²⟩/⟨τ⟩², where τ is the relaxation time and the brackets are transport averages over energy. For non-degenerate carriers this factor is 1.18 with acoustic-phonon scattering and 1.93 with ionized-impurity scattering. The ratio r falls to 8.5 or 5.2. These two values are rough guides here: the estimated mean free path is 0.8 nm and the de Broglie wavelength of a hole at the root-mean-square thermal speed is 5 nm, so the picture of free flight between collisions is doubtful. The value r = 10 does not depend on that picture when b is taken from the measured ratio ρ_yx/ρ_xx.

The remaining values are in the numerical output below.

Table of computed values

```
Hall mobility: 10 cm2/Vs
magnetic field: 1 T
bar width: 100 um
bar length: 600 um
probe misalignment: 1 um
mu*B: 0.001
E_y/E_x from equation of motion: 0.001
equivalent Hall length mu*B*W: 0.1 um
offset / Hall voltage, formula: 10
offset / Hall voltage, 2D solution: 10.0013
hole density: 5e+17 cm^-3
layer thickness: 500 nm
current: 10 uA
temperature: 300 K
sheet resistance: 24.97 kOhm per square
longitudinal field: 24.97 V/cm
voltage along the bar: 1.498 V
Hall voltage, formula: 0.2497 mV
Hall voltage, 2D solution: 0.2496 mV
offset voltage, formula: 2.497 mV
offset voltage, 2D solution: 2.497 mV
reading at +B: 2.746 mV
reading at -B: 2.247 mV
reading at +B, opposite displacement, 2D: -2.247 mV
apparent mobility, +delta: 110 cm2/Vs
apparent mobility, -delta: -90 cm2/Vs
misalignment for 1% offset: 1 nm
Hall voltage fraction kept, bar length = width: 0.68
Hall voltage fraction kept, 10 um metal probes: 0.93
resistivity anisotropy assumed, axes at 45 deg: 2 %
misalignment equivalent to it: 1 um
Hall factor, acoustic phonons: 1.178
Hall factor, ionized impurities: 1.933
ratio if 10 is drift mobility, phonons: 8.49
ratio if 10 is drift mobility, impurities: 5.17
acceptor depth: 0.17 eV
acceptor density needed: 1.61e+19 cm^-3
relative change of hole density: 1.32 % per K
temperature drift between polarities: 0.1 K
error of field-reversed Hall voltage: 0.6 %
thermopower: 0.56 mV/K
temperature difference between probes: 0.01 K
thermoelectric voltage / Hall voltage: 2.3 %
power in the bar: 15 uW
substrate thickness: 400 um
substrate thermal conductivity: 0.4 W/(cm K)
self-heating: 2.5 mK
hole mass assumed / electron mass: 1.5
hole density / band density of states: 0.011
magnetoresistance scale (mu*B)^2: 1e-06
drift velocity / thermal velocity: 2.6e-05
mean free path: 0.81 nm
thermal hole wavelength: 5.1 nm
```
